# Why a core constant in a pseudopotential can leave the barrier unchanged

**Question.** A barrier height at a metal-semiconductor contact is assembled from two bulk calculations and one interface calculation. Suppose a constant is added to the local pseudopotential of one element, inside its core region. Why may this shift the bulk eigenvalue references and the interface lineup separately, yet leave the barrier unchanged if all calculations use it consistently? And what does "consistently" have to mean?

**Answer.**

### Three numbers on three scales

The potential in an infinite crystal has no natural zero. A bulk calculation can give the distance of a band edge from some average of its own potential, but it cannot compare that average with the one in another crystal. The comparison needs a calculation that contains both crystals.

Let $S$ denote the semiconductor and $M$ the metal. Let $\bar V_X$ be the average over one period of the total local potential energy of an electron in crystal $X$: ionic local part, Hartree part and local exchange-correlation part. The nonlocal part of the pseudopotential is not in this average. The two bulk runs give

$$
e_v=(E_v-\bar V_S)_{\rm bulk},\qquad e_F=(E_F-\bar V_M)_{\rm bulk},
$$

with $E_v$ the valence band top and $E_F$ the Fermi level. The interface run gives the lineup

$$
\Delta\bar V=\bar V_S-\bar V_M ,
$$

where both averages are now taken on one common scale, each in the middle of its slab. I assume slabs thick enough for the middle to be bulk-like, and bands that are flat over the length of the supercell.

Adding a constant to a potential everywhere moves its eigenvalues by that constant. The bulk distances can therefore be carried over to the common scale:

$$
E_v=\bar V_S+e_v,\qquad E_F=\bar V_M+e_F .
$$

Subtraction gives the p-type barrier,

$$
\Phi_p=E_F-E_v=e_F-e_v-\Delta\bar V, \tag{1}
$$

and the n-type barrier is $\Phi_n=E_g-\Phi_p$, with $E_g$ the gap. The averages are intermediaries. Each enters once as a reference in a bulk run and once in the lineup, with opposite signs.

### What the constant does to the averages

Change the local pseudopotential of one element to

$$
v_{\rm loc}(r)\;\to\;v_{\rm loc}(r)+C\,w(r),\qquad w=1\ (r<r_c),\quad w=0\ (r>r_c).
$$

If crystal $X$ has $N_X$ such atoms in a cell of volume $\Omega_X$, the added term contributes to the average

$$
\delta\bar V_X=\frac{N_X}{\Omega_X}\int C\,w\,d^3r=C f_X,\qquad
f_X=\frac{N_X}{\Omega_X}\,\frac{4\pi r_c^3}{3}. \tag{2}
$$

The fraction $f_X$ is the share of the crystal's volume taken by the changed cores. It depends on how densely the element is packed, so the two sides of a contact generally have different fractions. In a silicide contact on a silicon compound, silicon is present on both sides and neither fraction is zero.

Equation (2) says nothing yet about the electrons. A valence electron does not respond to the average of the potential; it responds to the potential where it is. What happens to the energies depends on what is done with the rest of the pseudopotential.

### When the element stays the same

The split of a pseudopotential into a local and a nonlocal part is a matter of choice. Write the nonlocal part of one atom as $\sum_l v_l(r)\hat P_l$, where $\hat P_l$ projects on angular momentum $l$ about that atom. These projectors add up to unity, $\sum_l\hat P_l=1$. If every channel is changed by $v_l\to v_l-C w$, the nonlocal part changes by

$$
-C\,w(r)\sum_l\hat P_l=-C\,w(r),
$$

which cancels the term added to the local part. The Hamiltonian belonging to any given density is the same operator as before. So the self-consistent density, its Hartree and exchange-correlation potentials, and all eigenvalues on a fixed scale are the same as well.

The averages do change, because they contain the local part alone. With $E_v$ and $E_F$ fixed and $\delta\bar V_X=Cf_X$,

$$
\delta e_v=-Cf_S,\qquad \delta e_F=-Cf_M,\qquad \delta\Delta\bar V=C(f_S-f_M). \tag{3}
$$

Inserting these in (1) gives

$$
\delta\Phi_p=-Cf_M-(-Cf_S)-C(f_S-f_M)=0 .
$$

The shift of the lineup is not an interface dipole. No charge has moved, and Poisson's equation has no new source. What has moved is the reference mark in each crystal.

Two limits show how the pieces share the shift. If the element is absent from the metal, $f_M=0$: the metal reference stays, and $e_v$ and $\Delta\bar V$ move by opposite amounts. If the element fills the same fraction of both crystals, the lineup stays and both bulk references move together.

The shift also depends on the chosen reference. If the term $Cw$ is left out of the average, none of the three pieces moves. A calculation that sets the mean of the whole local potential to zero reports eigenvalues that are already $E-\bar V_X$, and these move by $-Cf_X$.

### Separable projectors cancel the constant approximately

Practical nonlocal parts often use a few projectors instead of a full function $v_l(r)$ in every channel. They are built to reproduce reference functions $\varphi_l$, which solve $(T+v)\varphi_l=\varepsilon\varphi_l$ for the original atomic potential $v$, with $T$ the kinetic energy. After $Cw$ has been added, the same functions remain solutions if the new nonlocal term $U$ obeys $U\varphi_l=-C\,w\varphi_l$. This is achieved by

$$
U=-C\sum_l P_l,\qquad
P_l=\frac{|w\varphi_l\rangle\langle w\varphi_l|}{\langle\varphi_l|w|\varphi_l\rangle}.
$$

Acting on $\varphi_l$, the overlap in the numerator equals the denominator and leaves $-Cw\varphi_l$; terms from other channels vanish by symmetry. Since $w^2=w$, the denominator is also the squared norm of $w\varphi_l$, so $P_l$ is a projector. The sum of the local and nonlocal changes is

$$
C\Big(w-\sum_lP_l\Big)=C\,w\Big(1-\sum_lP_l\Big)w. \tag{4}
$$

This remainder acts on the part of a valence state that differs in shape from the reference functions inside the core. Let a state have energy $E$, measured from the same local zero as $\varepsilon$. If the potential in the core is the atomic one up to a constant, the state has there the form $A_l[\varphi_l+(E-\varepsilon)\dot\varphi_l]$ to first order, where the dot is an energy derivative. The first term is removed by (4). The energy shift, to first order in the remainder, is then

$$
\delta E\simeq C\,(E-\varepsilon)^2\sum_{\rm cores}\sum_l|A_l|^2\,\Big\|\big(1-P_l\big)w\dot\varphi_l\Big\|^2 .
$$

Here the sum over $l$ runs over the channels that have a projector, and their contribution is quadratic in the distance from the reference energy. A channel without a projector adds $C$ times the weight that the state has in that channel inside the cores. This is small when the core is small and $l$ is high. The average, by contrast, shifts by the full $Cf_X$.

There is a limit to this freedom. For negative $C$ the remainder is attractive. Take a normalized smooth function confined to the core and orthogonal to all $w\varphi_l$. Its energy expectation value is a fixed number plus $C$, and falls without bound as $C$ becomes more negative. By the variational principle a spurious low state must then appear. A strongly negative $C$ therefore destroys the invariance under separable compensation. For positive $C$ the remainder is repulsive and binds nothing; the error grows with $C$ and then levels off. In the semiconductor of the layered model below, with a continuous core and frozen screening, the valence top moves by 0.006 eV for $C=+100$ eV, by 0.03 eV for $C=+10^4$ eV and by $-0.013$ eV for $C=-100$ eV, and at $C=-400$ eV a spurious state has appeared.

### When the element has been changed

Now leave the nonlocal part as it was. The Hamiltonian really contains $Cw$. With all other potentials frozen, first-order perturbation theory gives for a normalized state $\psi$

$$
\delta E=C\,p,\qquad p=\sum_{\rm cores}\langle\psi|w|\psi\rangle, \tag{5}
$$

where $p$ is the share of the electron found in the changed cores. For the valence top this share is $p_v$. A metal has many states at the Fermi level, and because the number of electrons is fixed, $p_F$ is the average of $p$ over all of them. Relative to the averages, $\delta e_v=C(p_v-f_S)$ and $\delta e_F=C(p_F-f_M)$. The frozen lineup moves by $C(f_S-f_M)$, and (1) yields

$$
\delta\Phi_p=C(p_F-f_M)-C(p_v-f_S)-C(f_S-f_M)=C(p_F-p_v). \tag{6}
$$

The volume fractions cancel again, as bookkeeping terms must. The difference between two core weights survives, and it is physical: the new atom attracts or repels its valence electrons differently. Self-consistent screening changes the amount, but gives no general reason for it to vanish.

Equation (6) also shows why a constant in the core is not the familiar free constant of a potential. If $w$ were 1 throughout both crystals, every normalized state would have $p=1$, and the barrier would stay without any compensation. A constant confined to cores distinguishes states by where they put their charge.

"Consistently" therefore has two parts. First, each crystal must be described by the same pseudopotentials, and its average defined in the same way, in its bulk run and in its part of the interface run. Using one pseudopotential per element throughout is the simplest way to ensure the former. Second, the local and nonlocal parts of the pseudopotential must together describe the same atom as before. The first condition alone gives a well-defined barrier, but for a different element.

### A layered contact

Take a one-dimensional contact in which motion along the normal is treated and charge is spread over 8.0 Å² per chain. The semiconductor has one atom S every 2.50 Å, with two electrons. The metal is a compound with one S and one M atom per period of 3.75 Å and three electrons per period, which half-fill its second band. The gap of 3.30 eV and the n-type barrier of 1.60 eV are inputs, so the original $\Phi_p=1.70$ eV is an input too.

The unmodified screened potential is a sum of Gaussian wells plus a smooth offset between the crystals that sets the barrier. The ions are defined as those for which this potential is self-consistent. Each modification is then screened through the Hartree potential of the density change, with exchange-correlation response left out. The supercell holds 12 semiconductor and 8 metal periods.

The core of S extends 0.3906 Å to each side of the atom. Hence

$$
f_S=\frac{2\times0.3906}{2.50}=0.3125,\qquad f_M=\frac{2\times0.3906}{3.75}=0.2083 .
$$

For $C=1$ eV, equation (3) predicts shifts of $-0.3125$ eV for $e_v$, $-0.2083$ eV for $e_F$ and $+0.1042$ eV for the lineup. In one dimension the even and odd functions about an atom take the place of the angular channels, and one separable projector is used for each. Four decimals are kept here to show the cancellation; they are not a claim about a real contact.

Before the change, (1) reads

$$
\Phi_p=5.9216-4.3070-(-0.0854)=1.7000\ \text{eV}.
$$

After the compensated change it reads

$$
\Phi_p=5.7133-3.9946-0.0188=1.6999\ \text{eV}.
$$

The three pieces have moved by $-0.2083$, $-0.3124$ and $+0.1042$ eV, as predicted to within 0.0001 eV. The p-type barrier has changed by $-0.00006$ eV and the n-type barrier by $-0.00008$ eV, about a thousand times less than the pieces. Their digits depend on the grid: with a continuous core the change of the gap, which is their sum, is $-0.00017$ eV instead of $-0.00014$ eV. These small changes are what the incomplete cancellation (4) leaves after screening.

The barrier can also be found without any average. The local potential in the central cell of each slab is repeated periodically, still on the supercell's energy scale, and the bands are computed with the same nonlocal part. The difference between the metal's Fermi level and the semiconductor's valence top is again 1.6999 eV. This route never uses $\bar V_X$, so it has no reference to shift.

**Compensation left out.** If the nonlocal part is not rebuilt, the same constant gives

$$
\Phi_p=5.9314-4.5372-(-0.0670)=1.4612\ \text{eV},
$$

a fall of 0.24 eV. The n-type barrier falls by 0.19 eV, and the gap by their sum, 0.43 eV. All three runs used the same changed potential, so this is no mismatch of references. The route without averages gives 1.4614 eV. The last digits depend on the numerical setting: slabs twice as thick raise the lineup by about 0.007 eV, which lowers the p-type barrier and raises the n-type barrier by that amount. The dependence on the metal thickness is irregular, with shifts of 0.002 to 0.009 eV for 9 to 24 periods and 0.03 eV for 7. A continuous core in place of the five grid points used here, together with a denser sampling of the bulk bands, changes the shift of the gap by less than 0.005 eV.

The fall of the gap can be traced to the core weights. At the band edges the states are standing waves, even or odd about the atom, and the attractive well favours the even one, which becomes the valence top. For pure cosine and sine waves of period $2a$, where $a$ is the atomic spacing, the weights are

$$
p_\pm=\frac1a\int_{-r_c}^{r_c}\Big(1\pm\cos\frac{2\pi z}{a}\Big)dz
=f_S\pm\frac{\sin(\pi f_S)}{\pi}=0.58,\ 0.05 .
$$

The computed states have $p_v=0.614$ and $p_c=0.053$ (0.612 and 0.055 for a continuous core), and small changes of $C$ at frozen screening give eigenvalue slopes equal to these weights to the printed digits. Equation (5) thus predicts a gap change of $1\times(0.053-0.614)=-0.56$ eV. The self-consistent change is $-0.43$ eV; the difference is mainly screening, because at frozen screening the full constant changes the gap by the first-order value to within 0.01 eV.

The lineup responds as well. Its bookkeeping part is still $+0.104$ eV, but the computed total is $-0.0670+0.0854=+0.018$ eV. The remaining $-0.086$ eV is a change of the Hartree potential, due to charge that has really moved. In the compensated case this part was below 0.0001 eV.

**One channel left out.** If only the even channel is compensated, the gap rises by 0.049 eV (0.051 eV with a continuous core and denser sampling of the bands). This is close to $Cp_c=0.053$ eV, as expected when the odd conduction edge feels the full constant while the even valence edge is protected. A channel without a projector is harmless to the extent that the relevant states have little weight of that symmetry in the core.

**Old and new pieces mixed.** Suppose the compensated potential is used for the semiconductor bulk, while the metal and the lineup are kept from old runs. Then

$$
\Phi_p=5.9216-3.9946+0.0854=2.0124\ \text{eV},
$$

which is too high by $Cf_S=0.31$ eV relative to the consistent value. If both bulks are new and the interface is old, the result is $5.7133-3.9946+0.0854=1.8041$ eV, too high by $C(f_S-f_M)=0.10$ eV. The second error would vanish for equal fractions, so agreement in such a case would not show that the pieces belong together.

### Beside a real contact

The gap, layer spacing and barrier are rough values in the regime of a nickel silicide contact on n-type silicon carbide. The correspondence goes no further: atom S stands for a whole silicon-carbon bilayer, and the metal is not a real silicide structure. The core fraction of 0.31 is large because a line is filled more easily than a volume. Four cores of radius 0.80 Å in a cubic cell of edge 4.36 Å, roughly that of cubic silicon carbide, fill

$$
f=\frac{4\times(4\pi/3)\times0.80^3}{4.36^3}=0.10,
$$

so $C=1$ eV would shift that average by 0.10 eV.

Real devices break the flat-band assumption. With $\psi$ the band bending in volts, $N$ the doping, $\epsilon$ the permittivity and $e$ the elementary charge, integrating Poisson's equation through the depletion layer gives the field $F=\sqrt{2eN\psi/\epsilon}$ at the contact. For $N=10^{16}$ cm⁻³, a rough relative permittivity of 10 and $\psi=1.43$ V at zero bias (the n-type barrier less the 0.17 eV between the Fermi level and the conduction band edge deep in the semiconductor, estimated for a single conduction valley with a rough mass of 0.4 electron masses; three such valleys would add 0.03 eV), this is 0.072 MV/cm. An electron at distance $z$ from the metal has the extra energy $-e^2/(16\pi\epsilon z)-eFz$, whose maximum lies at $-e\sqrt{eF/(4\pi\epsilon)}=-0.032$ eV. The n-type barrier of 1.60 eV is thus lowered by about 2%, or by 2.5% if the lattice is too slow to screen the image force and a rough high-frequency relative permittivity of 6.5 is used for it. The characteristic tunnelling energy $(e\hbar/2)\sqrt{N/(m\epsilon)}$, with a rough mass $m$ of 0.4 electron masses, is 0.0009 eV. That is far below the thermal energy of 0.026 eV at 300 K, so at this doping and near zero bias most electrons pass over the barrier, and those that tunnel do so mainly just below its top. The tunnelling energy grows as $\sqrt N$, and tunnelling becomes important well before this energy reaches the thermal one. Interface reactions and lateral variations also move real barriers, by amounts this model cannot give.

These corrections are separate from the choice of local potential. The invariance shows that the barrier does not depend on how a given atom is divided into local and nonlocal parts, provided that the parts together act on the electrons as before. Separable projectors meet this condition only approximately. It does not show that the pseudopotential, the exchange-correlation approximation or the assumed interface structure is accurate. The main values are in the numerical output below.

## Computed values

```
layer spacing of S: 2.50 angstrom
metal period: 3.75 angstrom
area per chain: 8.0 angstrom^2
well depths S, M: 6.735, 4.000 eV
well width parameter: 0.370 angstrom
occupation broadening: 0.10 eV
core radius: 0.391 angstrom
supercell periods S, M: 12, 8
added constant C: 1.00 eV
core fractions fs, fm: 0.3125, 0.2083
original: E_v-Vs 4.3070, E_F-Vm 5.9216 eV
original: lineup Vs-Vm -0.0854, gap 3.3000 eV
original: barriers p 1.7000, n 1.6000 eV
original: p barrier without averages 1.7000 eV
compensated: E_v-Vs 3.9946, E_F-Vm 5.7133 eV
compensated: lineup Vs-Vm 0.0188, gap 3.2999 eV
compensated: barriers p 1.6999, n 1.5999 eV
compensated: p barrier without averages 1.6999 eV
uncompensated: E_v-Vs 4.5372, E_F-Vm 5.9314 eV
uncompensated: lineup Vs-Vm -0.0670, gap 2.8705 eV
uncompensated: barriers p 1.4612, n 1.4094 eV
uncompensated: p barrier without averages 1.4614 eV
predicted shift of E_v-Vs: -0.3125 eV
computed shift of E_v-Vs: -0.3124 eV
predicted shift of E_F-Vm: -0.2083 eV
computed shift of E_F-Vm: -0.2083 eV
predicted shift of lineup: 0.1042 eV
computed shift of lineup: 0.1042 eV
compensated change of p barrier: -0.000055 eV
compensated change of n barrier: -0.000082 eV
compensated change of gap: -0.000137 eV
even channel only, change of gap: 0.0494 eV
uncompensated change of p barrier: -0.2388 eV
uncompensated change of n barrier: -0.1906 eV
uncompensated change of gap: -0.4295 eV
core weights, E_v and E_c: 0.6144, 0.0530
eigenvalue slopes, same: 0.6144, 0.0530
error, only S bulk new: 0.3124 eV
error, both bulks new, interface old: 0.1041 eV
3D cube edge, core radius: 4.36, 0.80 angstrom
3D core fraction, formula and grid: 0.1035, 0.1039
3D shift of average for this C: 0.1035 eV
doping 1e+16 cm^-3, temperature 300 K
rough permittivity 10, rough mass 0.4 m_e
band bending 1.433 eV, field 0.0720 MV/cm
image-force lowering: 0.0322 eV
tunnelling energy 0.00093 eV, thermal 0.0259 eV
bending across 30 angstrom slab: 0.0216 eV
```
